**Cell dipole and bulk polarisation of an ionic chain**

The program shows that the dipole per length of a unit cell depends on the cell, while the change of polarisation equals the cell-averaged charge flow. Here `a` is the period, `area` the cross-section per chain, `u` the cation displacement, `Z` the ion charge and `p` the dipole per length in units of e. For point ions it asserts that contiguous cells give two values that differ by Z. For Gaussian ions it asserts that the cell dipole averages to zero over all cuts, and that its change misses the charge crossing the cut. For shared electrons it asserts that the polarisation from Wannier centres agrees with diagonalised open chains in the dipole per added cell, the end charge and the charge flow. The output shows a switching change of 10.01 µC/cm² for rigid ions and 22.38 µC/cm² with shared electrons, against a quantum of 200.27 µC/cm². The last block sizes neglected effects such as area strain, uncompensated surfaces and the dielectric response.

## Numerical verification

```python
"""Cell dipole versus bulk polarisation of an ionic chain.

Result under test: the dipole per length of a unit cell depends on the
cell, while the bulk polarisation is defined modulo a quantum and its
change equals the cell-averaged charge flow.
Symbols: a period (nm), area = cross-section per column (nm^2),
u cation displacement (nm), Z ion charge (units of e),
p = dipole per length of one column (units of e); P = p*e/area.
Cations sit at n*a+u, anions at n*a+a/2. Electrons are paired.
Electron model: site energies +delta (cation), -delta (anion), and a
hopping that decays exponentially with the bond length.
"""
import numpy as np
from scipy import constants as sc

a, area, Z, u0 = 0.4, 0.16, 2, 0.01
delta, t0, decay = 1.5, 1.3, 0.06       # eV, eV, nm
width = 0.05                           # nm, Gaussian ion clouds
unit = sc.e / (area * 1e-14) * 1e6     # uC/cm^2 for p = 1


# ---------- point ions: count the ions inside an explicit cell ----------
def point_cell(cut, u):
    n = np.arange(-5, 6)
    cations, anions = n * a + u, n * a + a / 2
    inside_c = cations[(cations >= cut) & (cations < cut + a)]
    inside_a = anions[(anions >= cut) & (anions < cut + a)]
    assert len(inside_c) == len(inside_a) == 1
    return Z * (inside_c.sum() - inside_a.sum()) / a


cuts = np.linspace(-0.517, 0.473, 97)
for u in (-u0, 0.0, u0):
    found = np.unique(np.round([point_cell(c, u) for c in cuts], 10))
    predicted = np.array([Z * (u / a - 0.5), Z * (u / a + 0.5)])
    assert len(found) == 2 and np.allclose(found, predicted, atol=1e-9)
right_plus, left_plus = point_cell(-0.1, u0), point_cell(-0.3, u0)
right_minus, left_minus = point_cell(-0.1, -u0), point_cell(-0.3, -u0)
rigid_change = Z * 2 * u0 / a
assert abs(right_plus - right_minus - rigid_change) < 1e-12
assert abs(left_plus - left_minus - rigid_change) < 1e-12

# ---------- smooth ions: density, cell dipole and current ----------
nodes, weights = np.polynomial.legendre.leggauss(80)


def cloud_sum(x):
    n = np.arange(-8, 9)
    y = (np.asarray(x)[..., None] - n * a) / width
    return np.exp(-y**2 / 2).sum(-1) / (width * np.sqrt(2 * np.pi))


def density(x, u):
    return Z * (cloud_sum(x - u) - cloud_sum(x - a / 2))


def smooth_cell(cut, u):
    x = cut + a * (nodes + 1) / 2
    return np.sum(weights * x * density(x, u)) / 2


def flow(x, start, end):
    """Charge crossing x: time integral of the cation current."""
    path = start + (end - start) * (nodes + 1) / 2
    return Z * (end - start) / 2 * np.sum(weights * cloud_sum(x - path))


grid = np.arange(200) * a / 200
smooth = np.array([smooth_cell(c, u0) for c in grid])
assert abs(smooth.mean()) < 1e-9
for c in (0.03, 0.11, 0.27):
    h = 1e-5
    slope = (smooth_cell(c + h, u0) - smooth_cell(c - h, u0)) / (2 * h)
    assert abs(slope - density(np.array(c), u0)) < 1e-5
flows = np.array([flow(c, -u0, u0) for c in grid])
assert abs(flows.mean() - rigid_change) < 1e-9
for c, crossed in zip(grid[::17], flows[::17]):
    change = smooth_cell(c, u0) - smooth_cell(c, -u0)
    assert abs(change - (rigid_change - crossed)) < 1e-9
assert np.allclose(density(grid, u0), density(grid, u0 + a), atol=1e-8)
slide = np.array([flow(c, u0, u0 + a) for c in grid[::10]])
assert np.allclose(slide, Z, atol=1e-8)
cut_change = smooth_cell(0.0, u0) - smooth_cell(0.0, -u0)


# ---------- shared electrons: localised packets of the filled band ------
def hop(length):
    return t0 * np.exp(-(length - a / 2) / decay)


def packet_centre(u, winding=0, wiggle=0.0):
    count = 160
    ka = 2 * np.pi * np.arange(count) / count
    f = hop(a / 2 - u) + hop(a / 2 + u) * np.exp(-1j * ka)
    energy = np.sqrt(delta**2 + abs(f)**2)
    on_cation = -f / np.sqrt(2 * energy * (energy + delta))
    on_anion = np.sqrt((energy + delta) / (2 * energy))
    theta = winding * ka + wiggle * (np.sin(ka) + 0.4 * np.cos(2 * ka))
    n = np.arange(-count // 2, count // 2)
    wave = np.exp(1j * np.outer(n, ka) - 1j * theta) / count
    prob_c = abs(wave @ on_cation)**2
    prob_a = abs(wave @ on_anion)**2
    assert abs(prob_c.sum() + prob_a.sum() - 1) < 1e-10
    return np.sum(prob_c * (n * a + u) + prob_a * (n * a + a / 2))


def packet_p(u):
    return (Z * u - 2 * packet_centre(u)) / a


centre = packet_centre(u0)
assert abs(packet_centre(u0, 0, 0.7) - centre) < 1e-9
assert abs(packet_centre(u0, 3, 0.7) - centre - 3 * a) < 1e-9
assert abs(packet_p(0.0) + 1) < 1e-9
assert abs(packet_p(u0) + packet_p(-u0) + 2) < 1e-9


# ---------- open chains, diagonalised without any Bloch theory ----------
def open_chain(cells, u, cation_first=True):
    n = np.arange(cells)
    shift = 0.0 if cation_first else -a
    x = np.concatenate([n * a + u, n * a + a / 2 + shift])
    core = np.repeat([float(Z), 0.0], cells)
    site = np.repeat([delta, -delta], cells)
    order = np.argsort(x)
    x, core, site = x[order], core[order], site[order]
    bonds = hop(np.diff(x))
    ham = np.diag(site) + np.diag(bonds, 1) + np.diag(bonds, -1)
    levels, states = np.linalg.eigh(ham)
    charge = core - 2 * (states[:, :cells]**2).sum(1)
    return x, charge, levels[cells] - levels[cells - 1]


def added_cell_p(u, cation_first):
    dipole = []
    for cells in (50, 70):
        x, charge, _ = open_chain(cells, u, cation_first)
        dipole.append(np.sum(x * charge))
    return (dipole[1] - dipole[0]) / (20 * a)


def left_charge(u):
    """Charge left of a mid-chain plane, averaged over one period."""
    x, charge, _ = open_chain(70, u)
    return np.sum(charge * np.clip(36 * a - x, 0, a)) / a


for u in (-u0, 0.0, u0):
    assert abs(added_cell_p(u, True) - packet_p(u)) < 1e-8
    assert abs(added_cell_p(u, False) - packet_p(u) - 2) < 1e-8
    assert abs(left_charge(u) + packet_p(u)) < 1e-8
full_change = packet_p(u0) - packet_p(-u0)
chain_flow = left_charge(-u0) - left_charge(u0)
assert abs(chain_flow - full_change) < 1e-8
gap = min(open_chain(70, u)[2] for u in np.linspace(-u0, u0, 5))
assert gap >= 2 * delta - 1e-9
x_mid, q_mid, _ = open_chain(70, 0.0)
static_charge = q_mid[70]              # a cation in the middle
step = 1e-4
born = a * (packet_p(step) - packet_p(-step)) / (2 * step)

# ---------- sizes of neglected effects ----------
strain = 0.01
strain_right = right_plus * unit * (1 / (1 + strain) - 1)
strain_left = left_plus * unit * (1 / (1 + strain) - 1)
to_field = 0.01 / sc.epsilon_0 * 1e-8   # uC/cm^2 -> MV/cm
spontaneous = full_change * unit / 2
field, permittivity = 0.1, 100.0        # MV/cm, relative
response = sc.epsilon_0 * (permittivity - 1) * field * 1e8 * 100
drop = field * 1e8 * a * 1e-9           # V per cell
temperature, jitter = 300.0, 0.005      # K, nm
kT = sc.k * temperature / sc.e
thermal = (packet_p(u0 + jitter) + packet_p(u0 - jitter)) / 2
thermal = (thermal - packet_p(u0)) * unit


def show(label, value, name="", form=".3f"):
    print(f"{label}: {value:{form}} {name}".rstrip())


show("Period a", a, "nm")
show("Area per column", area, "nm^2")
show("Ion charge Z", Z, "e", "d")
show("Cation displacement u", u0, "nm")
show("e/area", unit, "uC/cm2", ".2f")
show("Quantum 2e/area", 2 * unit, "uC/cm2", ".2f")
print("-- point ions, cell dipole per volume --")
show("anion on right, u=0", point_cell(-0.1, 0) * unit, "uC/cm2", ".2f")
show("anion on left, u=0", point_cell(-0.3, 0) * unit, "uC/cm2", ".2f")
show("anion on right, +u", right_plus * unit, "uC/cm2", ".2f")
show("anion on left, +u", left_plus * unit, "uC/cm2", ".2f")
show("anion on right, -u", right_minus * unit, "uC/cm2", ".2f")
show("anion on left, -u", left_minus * unit, "uC/cm2", ".2f")
show("Change -u to +u, same cell", rigid_change * unit, "uC/cm2", ".2f")
mixed = (left_plus - right_minus) * unit
show("Mixed: left(+u) - right(-u)", mixed, "uC/cm2", ".2f")
mixed = (right_plus - left_minus) * unit
show("Mixed: right(+u) - left(-u)", mixed, "uC/cm2", ".2f")
print("-- Gaussian ions --")
show("Gaussian width", width, "nm")
show("Lowest cell dipole, +u", smooth.min() * unit, "uC/cm2", ".2f")
show("Highest cell dipole, +u", smooth.max() * unit, "uC/cm2", ".2f")
show("Flow through cut x=0", flows[0] * unit, "uC/cm2", ".2f")
show("Cell-dipole change, cut x=0", cut_change * unit, "uC/cm2", ".2f")
show("Cell-averaged flow", flows.mean() * unit, "uC/cm2", ".2f")
show("Flow for slide by a", slide.mean(), "e per column")
print("-- shared electrons --")
show("Half site splitting delta", delta, "eV")
show("Hopping at u=0", t0, "eV")
show("Hopping decay length", decay, "nm")
show("Short-bond hopping at +u", hop(a / 2 - u0), "eV")
show("Long-bond hopping at +u", hop(a / 2 + u0), "eV")
show("Smallest gap on path", gap, "eV")
show("Packet centre at +u", centre, "nm", ".4f")
show("Packet P at +u", packet_p(u0) * unit, "uC/cm2", ".2f")
show("Packet P at -u", packet_p(-u0) * unit, "uC/cm2", ".2f")
other = added_cell_p(u0, False) * unit
show("Anion-first open chain, +u", other, "uC/cm2", ".2f")
show("Change -u to +u", full_change * unit, "uC/cm2", ".2f")
show("Open-chain charge flow", chain_flow * unit, "uC/cm2", ".2f")
show("Spontaneous P (half change)", spontaneous, "uC/cm2", ".2f")
show("Static cation charge, u=0", static_charge, "e")
show("Dynamical charge, u=0", born, "e")
print("-- neglected effects --")
show("Area strain assumed", strain * 100, "%", ".1f")
show("Strain shift, right branch", strain_right, "uC/cm2", ".2f")
show("Strain shift, left branch", strain_left, "uC/cm2", ".2f")
bare = abs(packet_p(u0)) * unit * to_field
show("Bare field, cation-first ends", bare, "MV/cm", ".0f")
show("Bare field of spontaneous P", spontaneous * to_field, "MV/cm", ".0f")
show("Switching field assumed", field, "MV/cm", ".2f")
show("Relative permittivity assumed", permittivity, "", ".0f")
show("Dielectric response", response, "uC/cm2", ".2f")
show("Voltage drop per cell", drop * 1000, "mV", ".2f")
show("Temperature", temperature, "K", ".0f")
show("exp(-gap/2kT)", np.exp(-gap / (2 * kT)), "", ".1e")
show("Thermal rms motion assumed", jitter, "nm")
show("Thermal-motion shift of P", thermal, "uC/cm2", ".2f")
print("PASS")
```

Output:

```
Period a: 0.400 nm
Area per column: 0.160 nm^2
Ion charge Z: 2 e
Cation displacement u: 0.010 nm
e/area: 100.14 uC/cm2
Quantum 2e/area: 200.27 uC/cm2
-- point ions, cell dipole per volume --
anion on right, u=0: -100.14 uC/cm2
anion on left, u=0: 100.14 uC/cm2
anion on right, +u: -95.13 uC/cm2
anion on left, +u: 105.14 uC/cm2
anion on right, -u: -105.14 uC/cm2
anion on left, -u: 95.13 uC/cm2
Change -u to +u, same cell: 10.01 uC/cm2
Mixed: left(+u) - right(-u): 210.29 uC/cm2
Mixed: right(+u) - left(-u): -190.26 uC/cm2
-- Gaussian ions --
Gaussian width: 0.050 nm
Lowest cell dipole, +u: -87.97 uC/cm2
Highest cell dipole, +u: 93.63 uC/cm2
Flow through cut x=0: 31.75 uC/cm2
Cell-dipole change, cut x=0: -21.73 uC/cm2
Cell-averaged flow: 10.01 uC/cm2
Flow for slide by a: 2.000 e per column
-- shared electrons --
Half site splitting delta: 1.500 eV
Hopping at u=0: 1.300 eV
Hopping decay length: 0.060 nm
Short-bond hopping at +u: 1.536 eV
Long-bond hopping at +u: 1.100 eV
Smallest gap on path: 3.000 eV
Packet centre at +u: 0.1876 nm
Packet P at +u: -88.95 uC/cm2
Packet P at -u: -111.33 uC/cm2
Anion-first open chain, +u: 111.33 uC/cm2
Change -u to +u: 22.38 uC/cm2
Open-chain charge flow: 22.38 uC/cm2
Spontaneous P (half change): 11.19 uC/cm2
Static cation charge, u=0: 1.686 e
Dynamical charge, u=0: 4.541 e
-- neglected effects --
Area strain assumed: 1.0 %
Strain shift, right branch: 0.94 uC/cm2
Strain shift, left branch: -1.04 uC/cm2
Bare field, cation-first ends: 1005 MV/cm
Bare field of spontaneous P: 126 MV/cm
Switching field assumed: 0.10 MV/cm
Relative permittivity assumed: 100
Dielectric response: 0.88 uC/cm2
Voltage drop per cell: 4.00 mV
Temperature: 300 K
exp(-gap/2kT): 6.3e-26
Thermal rms motion assumed: 0.005 nm
Thermal-motion shift of P: -0.12 uC/cm2
PASS
```
